# Mixing ultrasoft and norm-conserving atoms, and choosing the two cutoffs

**Question**

I have a good ultrasoft pseudopotential for one element of my compound, but only a norm-conserving one for the other. I was told that they cannot be mixed, because the ultrasoft atom needs a generalized eigenvalue problem with an overlap operator and augmentation charges, and the norm-conserving atom has neither. May I set \(q\) and \(Q\) to zero for the second atom? And which potential then decides the wavefunction cutoff and the density cutoff?

**Answer**

You may mix them. Setting \(q=0\) and \(Q=0\) is consistent for an atom whose potential was generated as norm-conserving. It is not a way of turning a finished ultrasoft potential into a norm-conserving one. Each cutoff must satisfy the species that is most demanding for that cutoff, and this need not be the same species for both.

**The energy is a sum over atoms**

I use Rydberg units, so in one dimension \(T=-d^2/dx^2\) and a plane wave of wavevector \(G\) has kinetic energy \(G^2\). To keep indices few, each atom \(a\) has one projector \(\beta_a\); with several, \(D_a\), \(q_a\) and \(Q_a\) become matrices. The augmentation spheres do not overlap, and all atoms share one energy functional:

\[
E=\sum_i f_i\langle\psi_i|T+\sum_a D^0_a|\beta_a\rangle\langle\beta_a|\,|\psi_i\rangle+\int V_{\rm loc}\,n\,dx+F[n],
\]
\[
n(x)=\sum_i f_i\Big[|\psi_i(x)|^2+\sum_a Q_a(x)\,|\langle\beta_a|\psi_i\rangle|^2\Big].
\]

Here \(V_{\rm loc}\) is the sum of the local potentials of all atoms. It acts on the whole density, so the local potential of one atom also acts on the augmentation charge of another. \(F\) holds the electron-electron terms. Integrate the density and write \(q_a=\int Q_a\,dx\):

\[
\int n\,dx=\sum_i f_i\langle\psi_i|S|\psi_i\rangle,\qquad
S=1+\sum_a q_a|\beta_a\rangle\langle\beta_a| .
\]

The charge is therefore \(\sum_i f_i\) if \(\langle\psi_i|S|\psi_j\rangle=\delta_{ij}\). An atom with \(q_a=0\) adds nothing to \(S\), and the other atoms are unaffected.

Now vary \(\psi_i^*\). With \(V=V_{\rm loc}+\delta F/\delta n\), the last two terms of \(E\) together change by

\[
\int V\,\delta n\,dx=f_i\Big[\langle\delta\psi_i|V|\psi_i\rangle+\sum_a\Big(\int VQ_a\,dx\Big)\langle\delta\psi_i|\beta_a\rangle\langle\beta_a|\psi_i\rangle\Big].
\]

Adding the explicit terms and imposing the constraint gives

\[
H\psi_i=\varepsilon_iS\psi_i,\qquad
H=T+V+\sum_a D_a|\beta_a\rangle\langle\beta_a|,\qquad
D_a=D_a^0+\int VQ_a\,dx .
\]

For the norm-conserving atom the integral vanishes and \(D_a\) stays at its bare value. That is the whole change in the equations. \(S\) must remain positive definite; for non-overlapping projectors this means \(1+q_a\langle\beta_a|\beta_a\rangle>0\) for each atom, which \(q_a=0\) satisfies.

A useful check is the derivative of the energy with respect to an occupation. At fixed orbitals it is \(\langle\psi_i|H|\psi_i\rangle=\varepsilon_i\). The orbital response adds \(\sum_j f_j\varepsilon_j\,d\langle\psi_j|S|\psi_j\rangle/df_i=0\), because the norms are fixed. Hence \(dE/df_i=\varepsilon_i\), for mixed atoms too.

**Why both kinds of atom scatter correctly**

Let \(\phi\) be the original wave at the reference energy \(\varepsilon\), and \(\tilde\phi\) a smooth wave that joins it at \(r_c\). For this single atom \(V_{\rm loc}\) stands for the whole local potential \(V\), and it equals the original potential beyond \(r_c\), so that \(\chi\) below vanishes there. The coefficient \(D\) is the full one, with \(\int V_{\rm loc}Q\,dx\) included. Define

\[
\chi=(\varepsilon-T-V_{\rm loc})\tilde\phi,\quad B_0=\langle\tilde\phi|\chi\rangle,\quad \beta=\chi/B_0,\quad D=B_0+\varepsilon q .
\]

Then \(\langle\beta|\tilde\phi\rangle=1\), and \(\tilde\phi\) solves the pseudo equation:

\[
(H-\varepsilon S)\tilde\phi=-\chi+(D-\varepsilon q)\beta=-\chi+B_0\beta=0 .
\]

This fixes the reference level. Transferability also needs the right response to a change of energy. Take an even solution of \(-\phi''+V_{\rm at}\phi=E\phi\), where \(V_{\rm at}\) is the original atomic potential, and let a dot denote \(d/dE\). Differentiation gives \(-\dot\phi''+V_{\rm at}\dot\phi=E\dot\phi+\phi\). Multiply this by \(\phi\), subtract \(\dot\phi\) times the first equation, and integrate from 0 to \(r_c\). The boundary term at 0 vanishes for even waves, so

\[
-(\phi\dot\phi'-\dot\phi\phi')\big|_{r_c}=\int_0^{r_c}\phi^2dx
\quad\Rightarrow\quad
\frac{d}{dE}\frac{\phi'}{\phi}\Big|_{r_c}=-\frac{1}{\phi(r_c)^2}\int_0^{r_c}\phi^2dx .
\]

For the pseudo atom, the solution \(f\) with \(c=\langle\beta|f\rangle\) obeys

\[
-f''+V_{\rm loc}f+(D-Eq)\beta c=Ef .
\]

Its energy derivative is

\[
-\dot f''+V_{\rm loc}\dot f+(D-Eq)\beta\dot c=E\dot f+f+q\beta c .
\]

Repeat the same steps. Since \(c\) is an integral over both sides of the atom, \(\int_0^{r_c}\beta f\,dx=c/2\) and \(\int_0^{r_c}\beta\dot f\,dx=\dot c/2\). The terms with \(D-Eq\) give \((c\dot c-\dot c c)/2=0\), which leaves

\[
-(f\dot f'-\dot ff')\big|_{r_c}=\int_0^{r_c}f^2dx+\tfrac12qc^2 .
\]

At the reference energy \(f=\tilde\phi\) and \(c=1\). The right side equals \(\int_0^{r_c}\phi^2dx\) if

\[
q=2\int_0^{r_c}(\phi^2-\tilde\phi^2)\,dx .
\]

The ultrasoft atom supplies the missing norm through \(q\). The norm-conserving atom has the full norm in \(\tilde\phi\), so its \(q\) is zero. Both have the correct level and the correct first energy derivative; errors of second order in \(E-\varepsilon\) remain.

For the norm-conserving atom, \(\phi^2-\tilde\phi^2\) is not zero at each point; its integral is. Dropping \(Q\) keeps the charge but gives up the original density inside \(r_c\).

**A model crystal with both kinds**

Atoms A and B alternate in a one-dimensional cell of length \(L\), at distance \(L/2\). Their potentials are Gaussian wells \(-V_0e^{-(x/w)^2}\):

- A is ultrasoft: \(V_0=32\) Ry, \(w=0.05\) bohr, \(r_c=1.5\) bohr.
- B is norm-conserving: \(V_0=6\) Ry, \(w=0.25\) bohr, \(r_c=1.0\) bohr.

I treat zone-centre states that are even about both atoms, with \(V_{\rm loc}=0\). The reference levels are \(-1.8102\) Ry for A and \(-1.1858\) Ry for B.

With waves scaled to 1 at \(r_c\), A has \(q=19.992\) bohr and \(B_0=-52.232\) Ry bohr, hence

\[
D=-52.232+(-1.8102)(19.992)=-88.42\ \text{Ry bohr}.
\]

The slope of its logarithmic derivative is \(-20.579\) (Ry bohr)\(^{-1}\), both for the original well and for the pseudo atom. Deleting \(q\) and resetting \(D\) to \(B_0\) removes \(q/2=9.996\) from the inner norm, and the slope becomes \(-10.583\).

Without electron-electron interaction, the crystal at \(L=6\) bohr has these levels:

| Treatment | Lower (Ry) | Upper (Ry) |
|---|---:|---:|
| Original wells | −1.8318 | −1.1138 |
| Correct mixture | −1.8317 | −1.1094 |
| \(q_A\) deleted, \(D_A=B_0\) | −1.8496 | −1.0663 |
| \(q_A\) deleted, \(D_A\) kept | −3.5353 | −1.1309 |

The last row fails already at the reference energy, where \((H-\varepsilon S)\tilde\phi\) becomes \(\varepsilon q\beta\) instead of zero.

The third row is less obvious, because the isolated level is still right. A bound level lies where the inner and outer logarithmic derivatives agree. If the neighbours change the outer one by a small \(\delta\), the level moves by \(-\delta/(N_{\rm in}+N_{\rm out})\), where the \(N\) are the norms on one side of the atom, divided by \(\phi(r_c)^2\). Since \(q\) is 0.4771 of the full norm of A, deleting it should multiply small shifts by \(1/(1-0.4771)=1.91\). The lower level actually shifts by \(-0.0217\) Ry in the original crystal and by \(-0.0394\) Ry with \(q\) deleted, a ratio of 1.82. At \(L=7\) bohr, where the shift is smaller, the ratio is 1.88.

The correct mixture is not perfect. Its upper level at \(L=6\) bohr is off by 0.0044 Ry, about 6% of that level's shift from the isolated B atom. Both wells are negligible beyond \(r_c\), so what remains is the scattering error of the pseudo atoms away from their reference energies, beyond the first order that \(q\) corrects. At this level A is used about 0.7 Ry above its reference energy and B only about 0.07 Ry above its own, which makes A the likely source. I did not separate the two contributions; a second projector for A would be the natural remedy to try.

With a contact repulsion \(F=(g/2)\int n^2dx\), \(g=0.3\) Ry bohr, \(L=10\) bohr and four electrons, the projector data above serve as bare ionic data of a model. The smooth charge is 3.0644 and the augmentation charge 0.9356, together 4.0000. The numerical derivatives \(dE/df_i\) agree with the eigenvalues, \(-1.42497\) and \(-0.90192\) Ry. The term \(\int VQ_A\,dx\) contributes 0.230 Ry to the first, so it cannot be left out.

**Which atom sets which cutoff**

All atoms share one plane-wave basis. If \(|G|^2\le E_{\rm wfc}\) in \(\psi\), then \(|\psi|^2\) contains differences \(G-G'\) of length at most \(2\sqrt{E_{\rm wfc}}\). The smooth density therefore ends at \(4E_{\rm wfc}\). The function \(Q\) is not built from these plane waves and has no such limit. A sound first choice is

\[
E_{\rm wfc}=\max_a E_{{\rm wfc},a},\qquad
E_\rho=\max\big(4E_{\rm wfc},\ \max_a E_{\rho,a}\big).
\]

For an energy error below \(10^{-4}\) Ry per cell, relative to the same system at high cutoffs, the interacting model needs:

| System | \(E_{\rm wfc}\) (Ry) | \(E_\rho\) (Ry) |
|---|---:|---:|
| A alone | 32.0 | 483.6 |
| B alone | 66.7 | 47.8 |
| Mixture | 66.7 | 483.6 |

These entries are the first sufficient shells \((2\pi n/L)^2\) of the \(L=10\) bohr cell, and the preceding shells lie 7 to 27 Ry lower, so only the leading digits matter. In cells of 12 and 15 bohr they move by up to about 4 Ry (wavefunction) and 9 Ry (density). At 15 bohr the mixture needs 70.2 Ry while B alone needs 63.3 Ry, one shell more than the maximum rule gives.

In this model the norm-conserving atom fixes the wavefunction cutoff and the ultrasoft atom fixes the density cutoff. This is not a general law: the cutoffs also depend on \(r_c\), and an ultrasoft atom with a small \(r_c\) can set both. Take the values from a convergence test of each potential, not from its type. Four times 66.7 Ry is about 267 Ry, which is below 483.6 Ry, so the augmentation charge decides. This depends on the form of \(Q_A\). Here it is the raw difference \(\phi^2-\tilde\phi^2\), which keeps the sharp peak of the narrow well, whereas real ultrasoft potentials usually replace \(Q\) near the nucleus by a smoother function. If \(Q_A\) is replaced inside 0.5 bohr by a smoothly joined even polynomial of the same charge, A alone needs only about 128 Ry. That is less than 267 Ry, so the rule then lets B fix both cutoffs. The value 483.6 Ry also depends on the repulsion: for \(g=0.1\) Ry bohr it falls to about 310 Ry. A density cutoff of \(4E_{\rm wfc}\) always holds the whole smooth density; the value 47.8 Ry for B shows that a given energy tolerance may need less.

Do not carry over the ratio of the two cutoffs from the ultrasoft element. For A alone it is \(483.6/32.0\approx15\); in the mixture \(483.6/66.7\approx7\) is enough.

Using A's wavefunction cutoff for the mixture, with the full density cutoff, raises the energy by 0.0083 Ry. Using B's density cutoff, with the full wavefunction basis, lowers it by 0.0065 Ry. The signs follow from the model: a smaller basis restricts the minimization, while a truncated density drops positive terms from the repulsion. With both cutoffs taken from the more demanding species, the error is \(-0.00003\) Ry.

That last error benefits from opposite signs, and errors from several atoms can add. The maximum rule is therefore a starting point: raise each cutoff separately in the real compound and watch the quantity you need. Also test each potential for ghost states and sphere overlap, and use potentials generated with the same exchange-correlation functional. The values of the main runs are in the numerical output below.

## Calculated quantities

```
A (ultrasoft): well depth 32 Ry, width 0.05 bohr, rc 1.5 bohr
  reference level -1.81016 Ry; q / full norm = 0.4771
B (norm-conserving): well depth 6 Ry, width 0.25 bohr, rc 1.0 bohr
  reference level -1.18575 Ry; q / full norm = 0.0000
A, waves equal to 1 at rc: q = 19.9919 bohr, B0 = -52.232, D = -88.420 Ry bohr
Energy slope of log derivative at rc, 1/(Ry bohr):
  A: original -20.5787, pseudo -20.5787, minus inner norm -20.5787
  B: original -3.3604, pseudo -3.3604, minus inner norm -3.3604
  A with q deleted and D reset to B0: -10.5827
Levels without interaction (Ry), lower and upper:
  L=5 bohr: original -1.88303 -0.97219; mixed -1.88232 -0.95680
    q_A deleted, D_A reset to B0: -1.93479 -0.83726
  L=6 bohr: original -1.83181 -1.11384; mixed -1.83171 -1.10939
    q_A deleted, D_A reset to B0: -1.84956 -1.06626
    q_A deleted, D_A kept: -3.53528 -1.13091
  L=7 bohr: original -1.81608 -1.16182; mixed -1.81606 -1.16044
    q_A deleted, D_A reset to B0: -1.82127 -1.14580
  largest mixed error (Ry), L=5,6,7: 0.01540, 0.00444, 0.00138
Interacting crystal: g = 0.3 Ry bohr, L = 10 bohr, 4 electrons
  charge: smooth 3.06444 + augmentation 0.93556 = 4.00000
  state 1: dE/df = -1.424965 Ry, eigenvalue = -1.424965 Ry
  state 2: dE/df = -0.901917 Ry, eigenvalue = -0.901917 Ry
  part of level 1 from the integral of V Q_A: 0.22977 Ry
  largest density coefficient beyond 4 E_wfc (bohr^-1/2): smooth below 1e-10, Q part 0.0216
Smallest cutoffs (Ry) for an energy error below 1e-04 Ry per cell:
  A: wavefunction 32.0, density 483.6
  B: wavefunction 66.7, density 47.8
  mixed: wavefunction 66.7, density 483.6
  four times the larger wavefunction cutoff: 266.9 Ry
Energy error of the mixed crystal (Ry):
  both cutoffs from the hardest species: -0.000025
  wavefunction cutoff of A alone, full density: 0.008262
  density cutoff of B alone, full wavefunctions: -0.006501
```
